# Ground doublet and g values of a tetragonal low-spin d⁵ ion: a numerical check

```python
# Low-spin d5 (t2g^5) in a tetragonal field: H = lam l.S + Delta l_z^2, l = -P L P,
# Zeeman operator M = ge S + k L = ge S - k l, delta = Delta/lam,
# Delta = eps(xy) - eps(xz,yz) for electrons, k = orbital reduction factor.
# Claim: ground doublet sin(th)|0,up> - cos(th)|+1,dn> and partner, with
# tan 2th = 2 sqrt2 lam/(lam - 2 Delta), 0 < th < pi/2, and
# g_par = -k - (ge+k) cos 2th (signed as det g), g_perp = ge sin^2 th + sqrt2 k sin 2th.
# The numerical side uses l=2 matrices and five-electron determinants (252 states).
import numpy as np
from itertools import combinations
from scipy import constants as sc
from scipy.optimize import brentq, minimize_scalar
from sympy.physics.wigner import gaunt

r2 = np.sqrt(2.0)
ge0 = abs(sc.physical_constants['electron g factor'][0])
muB = sc.physical_constants['Bohr magneton in eV/T'][0]
h_eV = sc.h / sc.e

# one-electron d operators, basis m = 2..-2, times spin (up, down)
ms = [2, 1, 0, -1, -2]
Lp = np.zeros((5, 5))
for i in range(1, 5):
    Lp[i - 1, i] = np.sqrt(6 - ms[i] * (ms[i] + 1))
Lo = [(Lp + Lp.T) / 2 + 0j, (Lp - Lp.T) / 2j, np.diag(ms) + 0j]
so = [np.array([[0, 1], [1, 0]]) / 2 + 0j, np.array([[0, -1j], [1j, 0]]) / 2,
      np.diag([0.5, -0.5]) + 0j]
I5, I2, I6 = np.eye(5), np.eye(2), np.eye(6)
xy = (I5[0] - I5[4]) / r2
x2y2 = (I5[0] + I5[4]) / r2
p_xy = np.outer(xy, xy)
p_eg = np.outer(x2y2, x2y2) + np.outer(I5[2], I5[2])

# five-electron determinants
dets = [sum(1 << p for p in c) for c in combinations(range(10), 5)]
idx = {d: i for i, d in enumerate(dets)}
ent = []
for j, d in enumerate(dets):
    for q in range(10):
        if d >> q & 1:
            d1 = d ^ (1 << q)
            n1 = bin(d & ((1 << q) - 1)).count('1')
            for p in range(10):
                if not d1 >> p & 1:
                    n2 = bin(d1 & ((1 << p) - 1)).count('1')
                    ent.append((idx[d1 | (1 << p)], j, p, q, (-1) ** (n1 + n2)))
ent = np.array(ent)

def onebody(h):
    A = np.zeros((252, 252), complex)
    np.add.at(A, (ent[:, 0], ent[:, 1]), h[ent[:, 2], ent[:, 3]] * ent[:, 4])
    return A

def orb(h):
    return onebody(np.kron(h, I2))

L = [orb(a) for a in Lo]
S = [onebody(np.kron(I5, a)) for a in so]
SO = onebody(sum(np.kron(a, b) for a, b in zip(Lo, so)))
Nxy, Neg = orb(p_xy), orb(p_eg)

def ck(k, m1, m2):
    return np.sqrt(4 * np.pi / (2 * k + 1)) * (-1) ** m1 * float(gaunt(2, k, 2, -m1, m1 - m2, m2))

def coulomb(B, C):
    F = {2: 49 * B + 7 * C, 4: 441 * C / 35}
    c = {k: np.array([[ck(k, a, b) if abs(a - b) <= k else 0.0 for b in ms] for a in ms]) for k in F}
    E = [[orb(np.outer(I5[p], I5[r])).real for r in range(5)] for p in range(5)]
    H = np.zeros((252, 252))
    for p in range(5):
        for r in range(5):
            W = np.zeros((252, 252))
            for q in range(5):
                for s in range(5):
                    if ms[p] + ms[q] == ms[r] + ms[s]:
                        U = sum(F[k] * c[k][p, r] * c[k][s, q] for k in F)
                        W += U * E[q][s]
                        if q == r:
                            H -= 0.5 * U * E[p][s]
            H += 0.5 * E[p][r] @ W
    return H

def aom(esig, pi_eq, pi_ax):
    # two ligands on each axis; sigma and pi projectors from A = (n.L)^2
    V = np.zeros((5, 5), complex)
    for a, epi in zip(Lo, (pi_eq, pi_eq, pi_ax)):
        A = a @ a
        V += 2 * (esig * (A - I5) @ (A - 4 * I5) / 4 - epi * A @ (A - 4 * I5) / 3)
    return V

lam, Delta, k0, RB, RC, pe, pa = 0.40, 0.10, 0.8, 0.05, 0.20, 0.25, 0.20
Hc = coulomb(RB, RC)
w = np.linalg.eigvalsh(Hc)   # free-ion check: 6S lowest, 4G at 10B+5C
assert np.ptp(w[:6]) < 1e-10 and np.ptp(w[6:42]) < 1e-10
assert abs(w[6] - w[0] - (10 * RB + 5 * RC)) < 1e-10

# t2g^5 subspace and the effective Hamiltonian
w, v = np.linalg.eigh(Neg)
assert w[5] < 1e-10 and w[6] > 0.99
P = v[:, :6]
pr = lambda A: P.conj().T @ A @ P
Lt, St = [pr(a) for a in L], [pr(a) for a in S]
l = [-a for a in Lt]
SOt, Nxyt = pr(SO), pr(Nxy)
lS = sum(a @ b for a, b in zip(l, St))
assert np.allclose(l[0] @ l[1] - l[1] @ l[0], 1j * l[2], atol=1e-12)
assert np.allclose(sum(a @ a for a in l), 2 * I6, atol=1e-12)
assert np.allclose(SOt, lS, atol=1e-12)
assert np.allclose(Nxyt, I6 + l[2] @ l[2], atol=1e-12)
assert np.ptp(np.linalg.eigvalsh(pr(Hc))) < 1e-10
for es in (0.7, 1.9):
    rest = pr(orb(aom(es, pe, pa))) - 2 * (pe - pa) * l[2] @ l[2]
    assert np.ptp(np.linalg.eigvalsh(rest)) < 1e-10
Vex = aom(1.0, pe, pa)
Delta_aom = (xy @ Vex @ xy - Vex[1, 1]).real
assert abs(Delta_aom - Delta) < 1e-12

def H6(la, De):
    return la * SOt + De * (Nxyt - I6)

def g_from(V, Ls, Ss, ge, k):
    M = [V.conj().T @ (ge * s + k * a) @ V for a, s in zip(Ls, Ss)]
    G = np.array([[2 * np.trace(a @ b).real for b in M] for a in M])
    det = (-4j * np.trace(M[0] @ M[1] @ M[2])).real
    gpar = det / G[0, 0]
    assert np.allclose(G, np.diag([G[0, 0], G[0, 0], gpar ** 2]), atol=1e-8)
    return gpar, np.sqrt(G[0, 0])

def g_num(d, ge, k):
    return g_from(np.linalg.eigh(H6(1.0, d))[1][:, :2], Lt, St, ge, k)

theta = lambda d: 0.5 * np.arctan2(2 * r2, 1 - 2 * d)

def g_form(d, ge, k):
    t = theta(d)
    return -k - (ge + k) * np.cos(2 * t), ge * np.sin(t) ** 2 + r2 * k * np.sin(2 * t)

def levels(la, De):
    R = np.sqrt((la - 2 * De) ** 2 + 8 * la ** 2)
    return (2 * De - la) / 4 - R / 4, De + la / 2, (2 * De - la) / 4 + R / 4

Jz = l[2] + St[2]
for d in np.linspace(-20, 20, 161):
    H = H6(1.0, d)
    assert np.allclose(H @ Jz, Jz @ H, atol=1e-10)
    w, v = np.linalg.eigh(H)
    t = theta(d); s, c = np.sin(t), np.cos(t)
    assert np.allclose(w, np.repeat(np.sort(levels(1.0, d)), 2), atol=1e-10)
    assert abs(w[0] + c / s / r2) < 1e-10 and w[2] - w[0] > 1.0
    V = v[:, :2]
    wj, u = np.linalg.eigh(V.conj().T @ Jz @ V)
    assert np.allclose(wj, [-0.5, 0.5], atol=1e-10)
    up = V @ u[:, 1]
    ev = lambda A: (up.conj() @ A @ up).real
    assert abs(2 - ev(Nxyt) - s * s) < 1e-10 and abs(ev(l[2]) - c * c) < 1e-10
    assert abs(ev(St[2]) + np.cos(2 * t) / 2) < 1e-10
    assert abs(ev(lS) + c * c / 2 + r2 * s * c) < 1e-10
    for ge, k in ((2.0, 1.0), (ge0, k0), (ge0, 0.5)):
        gp, gq = g_num(d, ge, k)
        assert np.allclose((gp, gq), g_form(d, ge, k), atol=1e-9)
        assert abs(2 * ev(ge * St[2] + k * Lt[2]) - gp) < 1e-9
        cc = -(gp + k) / (ge + k)
        assert abs((gq - ge * (1 - cc) / 2) ** 2 - 2 * k * k * (1 - cc * cc)) < 1e-9

special = {}
for ge, k in ((2.0, 1.0), (ge0, k0)):
    assert np.allclose(g_num(0, ge, k), (-(ge + 4 * k) / 3, (ge + 4 * k) / 3), atol=1e-11)
    sl = (np.array(g_num(1e-4, ge, k)) - np.array(g_num(-1e-4, ge, k))) / 2e-4
    assert np.allclose(sl, (16 * (ge + k) / 27, 8 * (ge + k) / 27), atol=1e-6)
    d0 = brentq(lambda d: g_num(d, ge, k)[0], 0.1, 3.0, xtol=1e-13)
    assert abs(d0 - 0.5 - r2 * k / np.sqrt(ge * (ge + 2 * k))) < 1e-9
    o = minimize_scalar(lambda d: -g_num(d, ge, k)[1], bounds=(0.5, 5), method='bounded',
                        options={'xatol': 1e-9})
    assert abs(o.x - (1 + ge / k) / 2) < 1e-5   # flat maximum limits the location
    assert abs(-o.fun - ge / 2 - np.sqrt(ge ** 2 / 4 + 2 * k * k)) < 1e-10
    D = 200.0                                   # next terms are of relative size 1/D
    gp, gq = g_num(D, ge, k)
    assert abs((ge - gp) * D * D / (ge + k) - 1) < 0.02 and abs((gq - ge) * D / (2 * k) - 1) < 0.02
    gp, gq = g_num(-D, ge, k)
    assert abs((gp + ge + 2 * k) * D * D / (ge + k) - 1) < 0.02 and abs(gq * D / (2 * k) - 1) < 0.02
    special[k] = ((ge + 4 * k) / 3, sl[0], sl[1], d0, o.x, -o.fun)

# finite field: splitting and circular polarization
M6 = [ge0 * s + k0 * a for a, s in zip(Lt, St)]
Bf, al = 1.0, np.radians(60)
d_ex = Delta / lam
gp, gq = g_form(d_ex, ge0, k0)
w = np.linalg.eigvalsh(H6(lam, Delta) + muB * Bf * (np.cos(al) * M6[2] + np.sin(al) * M6[0]))
split = w[1] - w[0]
geff = np.hypot(gp * np.cos(al), gq * np.sin(al))
assert abs(split / (muB * Bf) - geff) < 1e-6
for d in (-1.0, d_ex, 2.0):
    v = np.linalg.eigh(H6(lam, d * lam) + muB * Bf * M6[2])[1]
    ap, am = [abs(v[:, 1].conj() @ (M6[0] + sg * 1j * M6[1]) @ v[:, 0]) for sg in (1, -1)]
    a, b = g_form(d, ge0, k0)
    big, small = (ap, am) if a > 0 else (am, ap)
    assert abs(big - b) < 1e-3 and small < 1e-6

# inversion for both signs of g_par
def invert(gz, gx, ge):
    kk = lambda u: (ge * (2 * u - 1) - gz) / (2 * (1 - u))
    u = brentq(lambda u: ge * u + 2 * r2 * kk(u) * np.sqrt(u * (1 - u)) - gx,
               (1 + gz / ge) / 2, 1 - 1e-9, xtol=1e-14)
    t = np.arcsin(np.sqrt(u))
    return t, 0.5 - r2 / np.tan(2 * t), kk(u)

gn = g_num(d_ex, ge0, k0)
inv = [invert(sg * abs(gn[0]), gn[1], ge0) for sg in (-1, 1)]
assert abs(inv[0][1] - d_ex) < 1e-8 and abs(inv[0][2] - k0) < 1e-8
assert np.allclose(g_num(inv[1][1], ge0, inv[1][2]), (abs(gn[0]), gn[1]), atol=1e-8)

# full d5 shell at finite 10Dq (eg energy minus t2g barycentre)
def full(tenDq):
    es = (tenDq + (8 * pe + 4 * pa) / 3) / 3
    w, v = np.linalg.eigh(Hc + lam * SO + orb(aom(es, pe, pa)))
    assert w[1] - w[0] < 1e-8 and w[2] - w[0] > 0.3
    return g_from(v[:, :2], L, S, ge0, k0), (v[:, 0].conj() @ Neg @ v[:, 0]).real

res = {q: full(q) for q in (3.0, 300.0, 3000.0)}
dev = {q: np.hypot(res[q][0][0] - gp, res[q][0][1] - gq) for q in res}
assert dev[3000.0] < 2e-3 and abs(dev[300.0] / dev[3000.0] - 10) < 0.5

print("Curve for ge = 2, k = 1 (diagonalization): delta, theta(deg), g_par, g_perp")
for d in (-20, -5, -2, -1, -0.5, 0, 0.25, 0.5, 1, 1.5, 2, 5, 20):
    a, b = g_num(d, 2.0, 1.0)
    print(f"  {d:6.2f} {np.degrees(theta(d)):8.3f} {round(a, 4) + 0.0:8.4f} {b:8.4f}")
for k, name in ((1.0, "ge=2,k=1"), (k0, "CODATA ge,k=0.8")):
    x = special[k]
    print(f"{name}: cubic |g| = {x[0]:.4f}, slopes par {x[1]:.4f}, perp {x[2]:.4f}")
    print(f"{name}: g_par=0 at delta {x[3]:.4f}; max g_perp {x[5]:.4f} at delta {x[4]:.4f}")
t = theta(d_ex)
Em, E32, Ep = levels(lam, Delta)
print(f"ge = {ge0:.6f}, muB = {muB * 1e6:.4f} ueV/T, k = {k0}")
print(f"lambda = {lam:.2f} eV, Delta = {Delta:.2f} eV, delta = {d_ex:.3f}")
print(f"e_pi(eq) = {pe:.2f} eV, e_pi(ax) = {pa:.2f} eV, AOM Delta = {Delta_aom:.3f} eV")
print(f"lambda - 2 Delta = {lam - 2 * Delta:.3f} eV, R = {2 * (Ep - Em):.5f} eV")
print(f"tan 2theta = {np.tan(2 * t):.5f}, theta = {np.degrees(t):.4f} deg")
print(f"cubic theta = {np.degrees(theta(0.0)):.4f} deg")
print(f"cos 2theta = {np.cos(2 * t):.5f}, sin 2theta = {np.sin(2 * t):.5f}")
print(f"sin theta = {np.sin(t):.5f}, cos theta = {np.cos(t):.5f}")
print(f"xy hole weight sin^2 = {np.sin(t) ** 2:.5f}, <l_z> = cos^2 = {np.cos(t) ** 2:.5f}")
print(f"E- = {Em:.5f} eV, E+ = {Ep:.5f} eV, E(3/2) = {E32:.5f} eV")
print(f"gaps: E+ - E- = {Ep - Em:.5f} eV, E(3/2) - E- = {E32 - Em:.5f} eV")
print(f"g_par: spin {-ge0 * np.cos(2 * t):.5f}, orbital {-2 * k0 * np.cos(t) ** 2:.5f}")
print(f"g_perp: spin {ge0 * np.sin(t) ** 2:.5f}, orbital {r2 * k0 * np.sin(2 * t):.5f}")
print(f"formula: g_par = {gp:.5f}, g_perp = {gq:.5f}, det g = {gp * gq * gq:.5f}")
print(f"diagonalization: g_par = {gn[0]:.5f}, g_perp = {gn[1]:.5f}")
print(f"B = {Bf:.1f} T at {np.degrees(al):.0f} deg from z: g_eff = {geff:.5f}")
print(f"splitting = {split * 1e6:.3f} ueV = {split / h_eV / 1e9:.3f} GHz")
for nm, x in zip(("g_par<0", "g_par>0"), inv):
    print(f"inversion {nm}: theta = {np.degrees(x[0]):.3f} deg, delta = {x[1]:.4f}, k = {x[2]:.4f}")
print(f"full d5: Racah B = {RB:.2f} eV, C = {RC:.2f} eV")
for q in res:
    print(f"  10Dq = {q:.0f} eV: g_par = {res[q][0][0]:.5f}, g_perp = {res[q][0][1]:.5f}, "
          f"dev = {dev[q]:.2e}, n_eg = {res[q][1]:.2e}")
print(f"dev ratio 300 eV / 3000 eV = {dev[300.0] / dev[3000.0]:.3f}")
print("every check passed")
```

Output:

```
Curve for ge = 2, k = 1 (diagonalization): delta, theta(deg), g_par, g_perp
  -20.00    1.973  -3.9929   0.0997
   -5.00    7.210  -3.9055   0.3837
   -2.00   14.748  -3.6112   0.8259
   -1.00   21.657  -3.1828   1.2425
   -0.50   27.368  -2.7321   1.5774
    0.00   35.264  -2.0000   2.0000
    0.25   39.988  -1.5222   2.2185
    0.50   45.000  -1.0000   2.4142
    1.00   54.736   0.0000   2.6667
    1.50   62.632   0.7321   2.7321
    2.00   68.343   1.1828   2.6977
    5.00   81.277   1.8620   2.3780
   20.00   87.926   1.9921   2.0997
ge=2,k=1: cubic |g| = 2.0000, slopes par 1.7778, perp 0.8889
ge=2,k=1: g_par=0 at delta 1.0000; max g_perp 2.7321 at delta 1.5000
CODATA ge,k=0.8: cubic |g| = 1.7341, slopes par 1.6606, perp 0.8303
CODATA ge,k=0.8: g_par=0 at delta 0.9213; max g_perp 2.5119 at delta 1.7514
ge = 2.002319, muB = 57.8838 ueV/T, k = 0.8
lambda = 0.40 eV, Delta = 0.10 eV, delta = 0.250
e_pi(eq) = 0.25 eV, e_pi(ax) = 0.20 eV, AOM Delta = 0.100 eV
lambda - 2 Delta = 0.200 eV, R = 1.14891 eV
tan 2theta = 5.65685, theta = 39.9875 deg
cubic theta = 35.2644 deg
cos 2theta = 0.17408, sin 2theta = 0.98473
sin theta = 0.64262, cos theta = 0.76618
xy hole weight sin^2 = 0.41296, <l_z> = cos^2 = 0.58704
E- = -0.33723 eV, E+ = 0.23723 eV, E(3/2) = 0.30000 eV
gaps: E+ - E- = 0.57446 eV, E(3/2) - E- = 0.63723 eV
g_par: spin -0.34856, orbital -0.93926
g_perp: spin 0.82688, orbital 1.11410
formula: g_par = -1.28782, g_perp = 1.94098, det g = -4.85173
diagonalization: g_par = -1.28782, g_perp = 1.94098
B = 1.0 T at 60 deg from z: g_eff = 1.80005
splitting = 104.194 ueV = 25.194 GHz
inversion g_par<0: theta = 39.988 deg, delta = 0.2500, k = 0.8000
inversion g_par>0: theta = 66.520 deg, delta = 1.8206, k = 0.2482
full d5: Racah B = 0.05 eV, C = 0.20 eV
  10Dq = 3 eV: g_par = -1.57940, g_perp = 2.01497, dev = 3.01e-01, n_eg = 1.45e-01
  10Dq = 300 eV: g_par = -1.29181, g_perp = 1.94229, dev = 4.20e-03, n_eg = 1.71e-05
  10Dq = 3000 eV: g_par = -1.28822, g_perp = 1.94111, dev = 4.22e-04, n_eg = 1.72e-07
dev ratio 300 eV / 3000 eV = 9.966
every check passed
```
